# Why inverse lithography does not recover one true mask

## Question

I am learning inverse lithography on a one-dimensional periodic test problem. I take a mask whose transmission may have any value between 0 and 1, compute its aerial image, hide the mask, and let gradient descent find a mask from the image alone. The image is noise-free and the fit is good to about eight decimal places, yet the mask I get back is not the one I started from. Another starting guess gives a third mask with an equally good fit.

I had assumed that a perfect image fit must lead back to the one true mask. Is my optimizer stuck, or is the assumption wrong? If the lens is discarding information, is the limit simply $\mathrm{NA}/\lambda$? And would more focus settings, or a strictly binary mask, settle the matter?

## Answer

Your optimizer can be working correctly. The image fixes at most the part of the mask that reaches it, and the rest of your answer comes from the starting guess. The limit is $\mathrm{NA}/\lambda$ only for coherent on-axis illumination, and neither extra focus settings nor binary values cure the problem in general.

### The imaging model

Take a scalar model in one dimension and a thin mask, meaning that its real transmission $t(x)$ does not depend on the illumination angle. Mask topography, polarization and resist are left out. Mask lengths are given at image scale, so any reduction by the lens has already been divided out. With period $p$,

$$t(x)=\sum_m t_m e^{2\pi i f_m x},\qquad f_m=\frac mp .$$

A source point sends in a tilted plane wave $e^{2\pi i s x}$, where $s$ is a spatial frequency. Behind the mask the field is $t(x)e^{2\pi i s x}$, so order $m$ enters the lens at frequency $f_m+s$. The pupil function $P$ has modulus 1 below the cutoff $F=\mathrm{NA}/\lambda$ and vanishes above it. Dropping the common factor $e^{2\pi i s x}$, which has modulus 1, the image field is

$$E_s(x)=\sum_m t_m P(f_m+s)e^{2\pi i f_m x}.$$

Different source points are mutually incoherent, so their intensities add. For a uniform source with $|s|\le S=\sigma F$ and $0<\sigma\le1$,

$$I(x)=\frac1{2S}\int_{-S}^{S}|E_s(x)|^2\,ds\equiv\langle|E_s(x)|^2\rangle .$$

A clear mask, $t=1$, has $I=1$. All intensities below are relative to this value.

### What the image cannot see

Let a second mask be $t'=t+D$. The field is linear in the mask, so

$$E'_s-E_s=\sum_m D_mP(f_m+s)e^{2\pi i f_m x}.$$

Order $m$ contributes for some source point only if $|f_m+s|<F$ for some $|s|\le S$. The most favourable tilt moves the order towards the pupil centre by $S$, so the condition is

$$|f_m|<F+S=(1+\sigma)\frac{\mathrm{NA}}\lambda .$$

If $D_m=0$ for every order satisfying this inequality, every term in the difference vanishes. Then $E'_s=E_s$ for each source point, and the images are identical.

Defocus multiplies $P$ by a phase. It cannot make a zero pupil value nonzero, so a focus series contains no information about such a $D$. A change of dose multiplies both images by the same number and does not help either.

This guarantee requires the difference to be absent from the whole collected set, not just from the coherent pupil. To see how strongly an order near the edge is collected, take $f_m\ge0$. It passes when $s<F-f_m$; the other pupil edge does not matter, because $-F-f_m\le-S$. For $F-S\le f_m\le F+S$ the allowed interval runs from $-S$ to $F-f_m$, and the fraction of the source that passes the order is

$$w_m=\frac{(F-f_m)-(-S)}{2S}=\frac{F+S-f_m}{2S}.$$

Negative orders follow by symmetry. The fraction falls linearly to zero at $F+S$, not at $F$.

### A numerical case

Choose round model parameters: $\lambda=200$ nm, $\mathrm{NA}=0.8$, $\sigma=0.5$ and $p=1100$ nm. Then

$$F=\frac{0.8}{200}=0.004\ \mathrm{nm^{-1}},\qquad S=0.002\ \mathrm{nm^{-1}}.$$

Multiplied by the period, the coherent cutoff is $Fp=4.4$ orders and the collected cutoff is $(F+S)p=6.6$ orders. Orders up to 6 are collected and order 7 is not.

With $c_m=\cos(2\pi mx/p)$, let

$$t_{\rm base}=0.5+0.25c_1+0.05c_3,\qquad t_{\rm hidden}=t_{\rm base}+0.15c_7 .$$

Since $c_3=4c_1^3-3c_1$, the varying part of the base mask is $0.1c_1+0.2c_1^3$. It increases steadily with $c_1$, so the base mask lies between 0.2 and 0.8. Adding $\pm0.15$ keeps it between 0 and 1.

The two masks differ by up to 0.15 in transmission. Their computed images differ by less than $10^{-15}$, which is rounding error. The same holds at 300 nm defocus, although that defocus changes the base image itself by up to 0.084.

Now add $0.15c_5$ instead of $0.15c_7$. Order 5 lies above the coherent cutoff, so with a single on-axis source point the image does not change. With the extended source, however,

$$w_5=\frac{0.006-5/1100}{0.004}=0.364 .$$

The effect can be worked out by hand at $x=0$, where every exponential equals 1. Measure the tilt as $u=sp$, so that $-2.2\le u\le2.2$, and consider negative $u$:

- For $-2.2<u<-1.4$, order $-3$ is blocked. The base field is $0.5+0.25+0.025=0.775$. Order $+5$ adds $0.15/2=0.075$, giving 0.850.
- For $-1.4<u<-0.6$, both third orders pass. The base field is 0.800, and order $+5$ raises it to 0.875.
- For $-0.6<u\le0$, neither fifth order passes.

Positive tilts do the same with the signs of the orders exchanged. Each of the first two groups, counted on both sides, has weight $2(0.8)/4.4=0.364$. Hence

$$\Delta I(0)=0.364\left[(0.850^2-0.775^2)+(0.875^2-0.800^2)\right]=0.090 .$$

This equals the largest change found over the whole period. The base image ranges from 0.044 to 0.626, so the change is substantial. Using $\mathrm{NA}/\lambda$ as the limit would have declared it invisible.

### Is the condition also necessary?

Not in general. If $D_m\ne0$ for a collected order, the complex field changes for some range of tilts, but a detector records intensity. Consider a signed phase-shift grating $t=a\cos(2\pi x/p)$. Moving it by half a period gives $-t$. Every $E_s$ then changes sign and every $|E_s|^2$ stays the same, although the two masks differ in the collected orders $\pm1$.

For masks with $t\ge0$ there is a useful special case in which the condition is necessary as well as sufficient: coherent on-axis light in focus. Here $P$ is real and symmetric, so orders $m$ and $-m$ pass together and $E$ is real. Suppose two masks give the same image. Then

$$E^2-E'^2=(E-E')(E+E')=0 .$$

Each factor is a finite trigonometric sum. Such a sum has finitely many zeros per period unless it vanishes identically, so one of the factors must be zero everywhere. The mean of $E$ is $t_0$, which is positive for any nonnegative mask that is not completely opaque. This rules out $E'=-E$, leaving $E'=E$. The collected orders are therefore fixed by the image, and the uncollected ones remain free.

In the numerical case the coherent field is positive everywhere, so $\sqrt I$ is the field itself. Its Fourier coefficients reproduce the mask orders up to 4. I make no such uniqueness claim for an arbitrary extended source.

### Do limits on the transmission help?

Continuous masks usually leave room for many answers. If $\delta\le t(x)\le1-\delta$ with $\delta>0$, any uncollected $D$ with $|D(x)|\le\delta$ gives another mask between 0 and 1. For the base mask $\delta=0.2$, so the amplitude and phase of order 7 can be varied continuously within that limit.

A binary mask has no such room for small changes of value, but it need not be unique. Take a grating of equal opaque and clear lines with period $p/7=157$ nm. Its complement exchanges the two kinds of line. Both have mean transmission $1/2$, and their other orders start at $\pm7$, outside the collected set. Each therefore produces the uniform field $1/2$ and the uniform intensity $1/4$. The two masks disagree at every point, but their images agree.

### What gradient descent does

Define the image error, with target $I_T$, as

$$C=\frac1p\int_0^p(I-I_T)^2\,dx .$$

Let $A_s$ be the linear operation that turns the mask into the field, $E_s=A_st$. A small real change $\delta t$ gives

$$\delta I=\langle E_s^*A_s\delta t+E_s(A_s\delta t)^*\rangle
=2\langle\mathrm{Re}(E_s^*A_s\delta t)\rangle,$$

and, since $\delta C$ contains $2(I-I_T)\delta I$,

$$\delta C=\frac4p\int_0^p(I-I_T)
\langle\mathrm{Re}(E_s^*A_s\delta t)\rangle\,dx .$$

Moving $A_s$ to the other factor of the integral replaces it by its adjoint $A_s^\dagger$, which multiplies order $m$ by $P^*(f_m+s)$. Thus

$$\delta C=\frac1p\int_0^pG\,\delta t\,dx,\qquad
G=4\left\langle\mathrm{Re}\,A_s^\dagger[(I-I_T)E_s]\right\rangle .$$

The factor $P^*$ removes every uncollected order. Taking the real part combines orders $m$ and $-m$, but the collected set is symmetric, so no new order appears. A finite-difference gradient, computed from the image error without this formula, agrees: its coefficients beyond order 6 are below $10^{-12}$, while the largest collected one is 0.21.

One descent step is $t^{(k+1)}=t^{(k)}-\eta G[t^{(k)}]$. If two starts differ by an uncollected $D$, they have the same fields and hence the same $G$. Their difference is still $D$ after one step and, by repeating the argument, after any number of steps.

I used the image of $t_{\rm hidden}$ as target, with $\eta=0.3$ and two starts:

- The uniform start $t=0.5$ ended at the base mask, with order-1 and order-3 amplitudes 0.250 and 0.050 and no order 7. Its largest error relative to the hidden mask is 0.15.
- The start $t=0.5+0.15c_8$ ended at the same collected part and kept its order-8 amplitude of 0.150. Its largest error is 0.30, reached at $x=p/2$, where $c_8=1$ and $c_7=-1$.

Both runs took 1070 steps and reached an rms intensity error of $1\times10^{-8}$. Neither found order 7, because the image error supplies no force towards it. This reproduces the behaviour you describe.

The argument applies to unconstrained descent; neither run left the interval from 0 to 1. Clipping values at 0 or 1 acts point by point in $x$ and can alter uncollected orders. A penalty can alter them too. Adding $\mu(t-\tfrac12)^2$, averaged over the period, to $C$ adds $2\mu(t-\tfrac12)$ to the gradient. An uncollected order then obeys

$$t_m^{(k+1)}=(1-2\eta\mu)t_m^{(k)},$$

and decays to zero for $0<\eta\mu<1$. This range concerns the uncollected orders only: the collected ones also feel the curvature of the image error, so the descent as a whole can become unstable before $\eta\mu$ reaches 1. The result no longer remembers that part of the start, but it has been selected by the penalty, not measured by the image. If the true mask contains order 7, this preference gives the wrong answer. The penalty also pulls the collected orders towards those of the uniform mask $t=\tfrac12$, so in general the image is no longer fitted exactly.

### A single edit on an infinite mask

So far $D$ has repeated in every period. Now suppose that a mask on an infinite line is edited only within a length $L$. Its spectrum is continuous:

$$\hat D(f)=\int_{-L/2}^{L/2}D(x)e^{-2\pi ifx}\,dx .$$

Because the integration range is finite, this function can be expanded in a power series in $f$ that converges everywhere. If it vanished throughout $|f|<B$, with $B=F+S$, all its Taylor coefficients at $f=0$ would vanish. Then $\hat D$ would be zero at every frequency, and so would $D$. A nonzero bounded edit therefore cannot lie entirely outside the collected band; it changes the complex field for some tilt.

There is no conflict with the periodic case. An edit repeated every period is sampled only at the frequencies $m/p$. Here leaving the field unchanged at every tilt requires orders $-6$ to 6 to vanish, which for a real edit is 13 real linear conditions. A patch with 14 independently adjustable pixels in each period has a nonzero solution.

A single edit can still be nearly invisible. The fraction of its squared norm that falls in the collected band is

$$\varepsilon=\frac{\int_{-B}^{B}|\hat D(f)|^2df}{\int D^2dx}
=\frac{\iint D(x)K(x-x')D(x')\,dx\,dx'}{\int D^2dx},$$

where inserting the definition of $\hat D$ and integrating over $f$ gives

$$K(u)=\int_{-B}^{B}e^{2\pi ifu}df=\frac{\sin(2\pi Bu)}{\pi u}.$$

For an eigenfunction of $K$ on the patch, $\varepsilon$ is its eigenvalue. All eigenvalues are positive, because a zero eigenvalue would be an edit with no in-band spectrum. Their sum is the integral of the diagonal, $K(0)L=2BL$. There are infinitely many of them with a finite sum, so they must approach zero.

For $L=550$ nm the sum is $2(0.006)(550)=6.6$. In decreasing order, the 7th eigenvalue is 0.54, the 10th is $2.5\times10^{-3}$ and the 13th is $5.2\times10^{-7}$.

This fraction limits the change of the image field. With $g=f+s$ the frequency in the pupil,

$$\Delta E_s(x)=\int_{-F}^{F}P(g)\hat D(g-s)e^{2\pi i(g-s)x}\,dg .$$

The Cauchy–Schwarz inequality bounds its square by the pupil width $2F$ times the integral of $|\hat D|^2$ over the frequencies used. These all lie within $|f|\le B$, so

$$|\Delta E_s(x)|\le\sqrt{2F\,\varepsilon\int D^2dx}.$$

Scale the 13th edit to a largest transmission change of 0.15 at the points where it was computed. The bound is then $4.7\times10^{-5}$ relative to the clear-mask field. The largest in-focus change found on a grid of positions and tilts is $2.3\times10^{-5}$. Since $|\Delta I|\le\langle2|E_s||\Delta E_s|+|\Delta E_s|^2\rangle$, the intensity change is at most about $10^{-4}$ wherever $|E_s|\le1$. This edit reaches 0.15 only near the two ends of the patch; its rms value over the patch is 0.031. Even when an edit must change the field, intensity noise of order $10^{-4}$ can hide a mask difference some hundreds of times larger.

### What would distinguish the masks?

You need information from outside the original collected set. With $\lambda$ and $\sigma$ fixed, order 7 enters when

$$(1+\sigma)\frac{\mathrm{NA}}\lambda=\frac7p,\qquad
\mathrm{NA}=\frac{7(200)}{1100(1.5)}=0.848 .$$

At $\mathrm{NA}=0.84$ the base and hidden images still agree to rounding error. At 0.86 they differ by up to 0.005, and at 0.90 by up to 0.021. The change starts small because just above the threshold only the edge of the source passes order 7.

Identical images are thus a property of two masks together with an imaging condition, not of the masks alone. The thin-mask assumption also matters: if diffraction from the mask depends on the tilt, the amplitudes $t_m$ become functions of $s$, and the comparison must be made for each tilt separately.

For your test problem, judge the optimizer by the image error. $C$ is quartic in the mask and not convex, so descent from some starts can stall; that shows up as an image error that stops falling, which is not your case. Once the fit is good, compare masks order by order inside the collected set, remembering that agreement there was proved above only for coherent on-axis light in focus and $t\ge0$, and for the extended source was only observed in the two runs. Agreement outside it needs another measurement or a justified prior restriction on the mask. The full set of computed values is in the numerical output below.

## Computed values

```
Wavelength: 200 nm
Numerical aperture: 0.8
Source filling sigma: 0.5
Mask period: 1100 nm
Coherent cutoff F: 0.004 nm^-1
Source radius S: 0.002 nm^-1
Collected cutoff F+S: 0.006 nm^-1
Coherent cutoff in orders: 4.4
Collected cutoff in orders: 6.6
Source fraction passing order 4: 0.590909
Source fraction passing order 5: 0.363636
Source fraction passing order 6: 0.136364
Source fraction passing order 7: 0
Hidden order-7 amplitude: 0.15
Largest hidden-base mask difference: 0.15
Base image minimum: 0.0438636
Base image maximum: 0.625682
Order-7 image change in focus: 5.55112e-16
Order-7 image change at 300 nm defocus: 2.22045e-16
Base image change caused by defocus: 0.0840794
Order-5 image change, coherent: 3.33067e-16
Order-5 image change, extended source: 0.09
Signed-grating image difference: 4.44089e-16
Fine binary grating image intensity: 0.25
NA where order 7 enters: 0.848485
Order-7 image change at NA 0.84: 2.10942e-15
Order-7 image change at NA 0.86: 0.004875
Order-7 image change at NA 0.90: 0.0207187
Largest collected gradient coefficient: 0.214385
Largest uncollected gradient coefficient: 8.99558e-13
Fit A steps: 1070
Fit A rms image error: 9.94373e-09
Fit A order-1 amplitude: 0.250000
Fit A order-3 amplitude: 0.050000
Fit A order-7 amplitude: 0.000000
Fit A order-8 amplitude: 0.000000
Fit A largest error from hidden mask: 0.15
Fit B steps: 1070
Fit B rms image error: 9.94373e-09
Fit B order-1 amplitude: 0.250000
Fit B order-3 amplitude: 0.050000
Fit B order-7 amplitude: -0.000000
Fit B order-8 amplitude: 0.150000
Fit B largest error from hidden mask: 0.3
Isolated edit length: 550 nm
In-band energy fraction, edit mode 1: 1
In-band energy fraction, edit mode 7: 0.541635
In-band energy fraction, edit mode 10: 0.00251136
In-band energy fraction, edit mode 13: 5.18518e-07
Mode-13 edit peak at quadrature nodes: 0.15
Mode-13 largest sampled field change: 2.26327e-05
Mode-13 field-change bound: 4.74032e-05
```
